How weak is the Dirac singularity of the hydrogen ground state?

**An estimate from scaling**

Close to a point nucleus the Dirac equation has no length scale. The kinetic term is c times a momentum and scales as c/r. The Coulomb energy −Z/r scales in the same way, and the rest energy becomes negligible beside both. The wave function must then be a power, rˢ, whose exponent depends on the one dimensionless number available, Zα. Here Z is the nuclear charge and α = 1/c is the fine-structure constant in atomic units, where lengths are in Bohr radii.

Without the potential an s state is constant at the origin, so s = 0. Reversing the sign of Z can be undone by reversing the sign of the small component, so s depends on (Zα)². For weak coupling we therefore expect

s ≈ −k(Zα)²,

with k a pure number. The derivation below gives k = 1/2. The natural length of the 1s state is 1/Z, so relativity multiplies the amplitude by roughly

(Zr)^(−(Zα)²/2).

This diverges as r → 0, but extremely slowly. Let "appreciable" mean a factor e in amplitude. This requires

[(Zα)²/2] ln[1/(Zr)] ≈ 1,
r ≈ (1/Z) exp[−2/(Zα)²].

Converting the exponential to a power of ten gives 10^(−K/Z²), with

K = 2/(α² ln 10) = 2(137.036)²/2.302585 ≈ 16311.

At the proton radius, about 10⁻⁵ Bohr radii, the logarithm is only about eleven. It multiplies (Zα)²/2 ≈ 3 × 10⁻⁵, so the amplitude should rise by a few parts in ten thousand.

**The radial equations**

The nucleus is fixed, and its potential V(r) is spherical. Let ε be the energy without the rest energy c². The upper and lower two-component spinors φ and χ obey

(ε − V)φ = c σ·p χ,
(2c² + ε − V)χ = c σ·p φ.

For the ground state put φ = g(r)u and χ = −i f(r)(σ·r̂)u, where u is a constant spinor with u†u = 1/(4π). Since p = −i∇,

σ·p φ = −i g′(σ·r̂)u.

The second Dirac equation then gives

g′ = [2c + (ε − V)/c] f. (1)

For the first we need σ·∇ acting on f(σ·r̂). The curl of a radial field vanishes, which leaves its divergence, f′ + 2f/r. Hence σ·p χ = −(f′ + 2f/r)u, and

f′ + 2f/r = −[(ε − V)/c] g. (2)

The value of k already follows. Close to the origin, V = −Z/r dominates. With g nearly constant, (2) gives 2f/r ≈ −(Zα/r)g, or f ≈ −(Zα/2)g. Equation (1) then gives

g′ ≈ (Zα/r)f ≈ −[(Zα)²/(2r)] g,

which is the power law with k = 1/2.

**The solution at all radii**

For the point nucleus try

g = N rˢ e^(−λr), f = −t g,

with constant t. Since g′/g = s/r − λ, equations (1) and (2) become

s/r − λ = −t(2c + ε/c + Zα/r),
t(s/r − λ + 2/r) = ε/c + Zα/r.

Each must hold at every r, so the coefficients of 1/r and the constants match separately:

s = −tZα, t(s + 2) = Zα,
λ = t(2c + ε/c), tλ = −ε/c.

Multiplying the first relation by s + 2 and using the second gives

s(s + 2) = −(Zα)²,
(s + 1)² = 1 − (Zα)².

Define γ = √[1 − (Zα)²] and δ = 1 − γ. The roots are s = −1 ± γ. With the lower sign the norm contains ∫ r^(−2γ) dr, which diverges at the origin for γ ≥ 1/2. We stay in that range, which covers all the charges used here, and take

s = γ − 1 = −δ, t = δ/(Zα).

To find λ, eliminate ε from the last two relations:

λ = 2ct − t²λ, so λ = 2ct/(1 + t²).

Because (Zα)² = (1 − γ)(1 + γ) = δ(1 + γ), we have t² = δ/(1 + γ) and 1 + t² = 2/(1 + γ). Therefore

λ = ct(1 + γ) = cδ(1 + γ)/(Zα) = c(Zα) = Z,
ε = −ctZ = −c²δ.

This nodeless state becomes the Schrödinger 1s state as α → 0. For hydrogen its energy is −13.606 eV.

The exponential e^(−Zr) is the same as in the Schrödinger state. The factor r^(−δ) multiplies it at every radius, although the scaling argument applied only near the nucleus. In g′/g the large term 2c in (1) contributes to the constant −Z, while the potential in (1) supplies −δ/r.

**The normalized enhancement**

The bare factor r^(γ−1) depends on the unit chosen for r. A comparison of normalized states does not. The Dirac norm is

∫₀^∞ r²(g² + f²)dr = N²(1 + t²) ∫₀^∞ r^(2γ)e^(−2Zr)dr
= N²(1 + t²) Γ(2γ + 1)/(2Z)^(2γ+1) = 1.

The radial density is therefore

g² + f² = [(2Z)^(2γ+1)/Γ(2γ + 1)] r^(−2δ)e^(−2Zr).

The corresponding Schrödinger density is 4Z³e^(−2Zr). Call the ratio of the two A², so that A is the enhancement in amplitude. Since 2γ + 1 = 3 − 2δ, the powers of 2Z combine to (2Z)³(2Z)^(−2δ), and (2Z)³/(4Z³) = 2. Thus

A² = [2/Γ(3 − 2δ)] (2Zr)^(−2δ). (3)

For small δ, ln Γ(3 − 2δ) ≈ ln 2 − 2δψ(3), where ψ is the derivative of ln Γ and ψ(3) = 0.9228. Taking the logarithm of (3) gives

ln A² ≈ 2δ{ln[1/(2Zr)] + ψ(3)}. (4)

When the right side is small it is also A² − 1. The constant ψ(3) comes from normalization: the Dirac state has slightly more density inside and slightly less outside. To leading order A passes through 1 at 2Zr = e^ψ(3), or r ≈ 1.26/Z.

**Where the change becomes appreciable**

A decreases steadily with r, so A exceeds e only below one radius, rₑ. Setting ln A = 1 in (3) gives

1 = ½ ln[2/Γ(3 − 2δ)] − δ ln(2Zrₑ),
ln rₑ = −ln(2Z) + {½ ln[2/Γ(3 − 2δ)] − 1}/δ. (5)

For small Zα the Gamma term divided by δ tends to ψ(3). The remaining term needs 1/δ beyond its leading part:

1/δ = (1 + γ)/(Zα)² ≈ [2 − (Zα)²/2]/(Zα)² = 2/(Zα)² − 1/2.

The −1/2 does not change K, but it does change the prefactor. Inserting both results in (5),

ln rₑ ≈ −ln(2Z) − 2/(Zα)² + 1/2 + ψ(3),

or

rₑ ≈ (C/Z) 10^(−K/Z²), C = ½ exp[ψ(3) + 1/2] = 2.074. (6)

For hydrogen rₑ = 10^(−16310.8) Bohr radii, or 10^(−16311.1) Å. At the rounded radius of 10^(−16300) Bohr radii, A is 2.7165, practically the chosen factor e.

The criterion matters. For a 1% rise in amplitude, ln A = 0.00995 replaces ln A = 1, and the exponent shrinks about a hundredfold. The radius becomes 10^(−162.5) Å, still far below any nuclear size.

The prefactor matters for heavy ions. The table gives log₁₀(rₑ/Å) from (5), and the value when C/Z is dropped:

Z = 1: −16311.07; without C/Z, −16311.39
Z = 20: −42.04; without C/Z, −41.05
Z = 50: −8.19; without C/Z, −6.80
Z = 80: −4.42; without C/Z, −2.83

For Z = 80 the bare power of ten is too large by a factor of about 40, close to Z/C = 80/2.074 ≈ 39. The threshold is then 3.8 × 10⁻⁵ Å. A nucleus of this charge has a radius of about 7 × 10⁻⁵ Å, so the threshold lies inside it, where the point-nucleus formula no longer applies. At the nuclear surface (3) still gives A ≈ 2.4. A uniformly charged sphere of that radius, which has no singularity, gives about 2.3, so the relativistic enhancement there is substantial. For hydrogen the effect at the nucleus is only a few parts in ten thousand, as the next section shows. It grows with Z through δ, which starts as (Zα)²/2, while the logarithm in (4) shrinks.

**The enhancement at the proton**

Take the proton's rms charge radius, rₚ = 8.4075 × 10⁻⁶ Å. With a Bohr radius of 0.529177 Å,

rₚ = 8.4075 × 10⁻⁶/0.529177 = 1.589 × 10⁻⁵ Bohr radii,
ln[1/(2rₚ)] = 10.357.

For hydrogen δ = 2.6626 × 10⁻⁵, so (4) gives

A² − 1 ≈ 2(2.6626 × 10⁻⁵)(10.357 + 0.923)
= 6.01 × 10⁻⁴.

Formula (3) gives the same result to this accuracy. The density is enhanced by 0.060% and the amplitude by 0.030%. The bare factor rₚ^(γ−1), with rₚ in Bohr radii, would give 0.029% in amplitude.

**What a finite nucleus does**

The power law requires V to grow as 1/r down to the origin. Replace the point by a uniformly charged sphere of radius R. Its mean square radius is 3R²/5, so matching the proton's rms radius requires R = √(5/3) rₚ = 1.085 × 10⁻⁵ Å. Inside the sphere

V = −(Z/R)[3/2 − r²/(2R²)],

which is finite at the centre. Write V₀ = −3Z/(2R). With g near its central value g₀, equation (2) has the regular solution

f ≈ −[(ε − V₀)/(3c)] r g₀,

because f′ + 2f/r is three times the coefficient of r. Equation (1) then makes g′ proportional to r. Hence g departs from g₀ only as r², and the divergence is gone.

For numbers, equations (1) and (2) were integrated with a high-order Runge–Kutta method, outward from near the centre and inward from 20 Bohr radii. The energy was adjusted until f/g agreed at 1 Bohr radius, and the state was then normalized. Relative to the point-nucleus Schrödinger density at the same r, the Dirac density is higher by

0.0574% at rₚ,
0.0572% at 0.1R,
0.0568% near the centre, at 0.001R.

The last digit belongs to the uniform sphere, not to the real proton. At the same three radii, a Gaussian charge distribution with the same rms radius gives 0.0575%, 0.0577% and 0.0573%, and an exponential one gives 0.0576%, 0.0583% and 0.0580%.

From 0.1R to 0.001R the point-nucleus formula would instead add 0.0245%. The slight fall of the sphere's ratio towards the centre comes from the reference density, which keeps its cusp e^(−2r). Between the centre and 0.1R that reference drops by 2(0.1R) ≈ 4 × 10⁻⁶, or 0.0004%, while the sphere's density is almost flat.

These percentages combine the relativistic enhancement with the ordinary effect of spreading the charge, since the reference has a point nucleus. The second effect is small: for the same sphere, the Schrödinger density lies below the reference by only 0.001% at rₚ and 0.003% near the centre. The relativistic enhancement therefore survives at nearly its point-nucleus size, while its growth levels off towards the centre.

**What the comparison leaves out**

Both models hold the nucleus fixed. In the Schrödinger problem, a finite nuclear mass replaces the electron mass by the reduced mass μ, in units of the electron mass. All lengths scale as 1/μ, so the density at the origin scales as μ³. For hydrogen this lowers it by 0.163%, more than the 0.060% found above. Radiative corrections are also omitted. The 0.060% is therefore the difference between two fixed-nucleus models, and not a prediction of the complete electron density at the proton.

Numbers in the example were calculated in double precision.
